# Population ratio of fourfold and twofold subbands in a Si(100) inversion layer

## Problem

Electrons are held at a Si(100) surface at 300 K by a field of 0.5 MV/cm. Take the oxide as a hard wall at $z=0$ and the field in the silicon as uniform. The electron density is low enough for Boltzmann statistics. Silicon has six conduction valleys, each an ellipsoid with longitudinal mass $m_l=0.916\,m_0$ and transverse mass $m_t=0.190\,m_0$.

(a) Find the ratio $R$ of the number of electrons in the lowest subband of the fourfold valleys to the number in the lowest subband of the twofold valleys.

(b) Judge how far the result can be trusted for a heavily doped n-channel transistor near threshold, with acceptor density $7\times10^{17}$ cm$^{-3}$ and inversion density $10^{11}$ cm$^{-2}$.

Here $e>0$, $F$ is the magnitude of the field, and $z$ points into the silicon. The force on an electron points to the wall, so its potential energy is $V(z)=eFz$ for $z>0$, with $eF=0.05$ eV/nm.

## A tempting solution

The $z$ axis is a principal axis of every valley. The energy therefore separates into motion along $z$, with mass $m_z$, and free motion in the plane. Two valleys have their long axis along $z$, so $m_z=m_l$. The other four lie in the plane and have $m_z=m_t$. The motion along $z$ obeys

$$-\frac{\hbar^2}{2m_z}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0 .$$

Put $z=\ell s$, divide by $eF\ell$, and choose $\ell$ so that the derivative term has coefficient one:

$$\frac{\hbar^2}{2m_z\ell^2}=eF\ell\;\Rightarrow\;\ell=\left(\frac{\hbar^2}{2m_z eF}\right)^{1/3},\qquad \frac{d^2\psi}{ds^2}=(s-a)\psi,\quad a=\frac{E}{eF\ell}.$$

This is Airy's equation in the variable $s-a$. Its solution Bi grows at large depth and is discarded, which leaves $\psi\propto\mathrm{Ai}(s-a)$. The wall requires $\mathrm{Ai}(-a)=0$. The first zero gives $a_1=2.33811$, and the lowest level is

$$E=a_1eF\ell=a_1\left(\frac{\hbar^2e^2F^2}{2m_z}\right)^{1/3}.$$

With $\hbar^2/2m_0=0.038100$ eV nm$^2$, the two lengths are

$$\ell_2=\left(\frac{0.0381}{0.916\times0.05}\right)^{1/3}=0.940\ \text{nm},\qquad \ell_4=\left(\frac{0.0381}{0.190\times0.05}\right)^{1/3}=1.589\ \text{nm}.$$

The subscripts 2 and 4 name the valley groups. The levels are $E_2=109.95$ meV and $E_4=185.74$ meV, so the splitting is $\Delta=E_4-E_2=75.79$ meV. With $kT=25.852$ meV,

$$\frac{\Delta}{kT}=2.932,\qquad e^{-\Delta/kT}=0.0533 .$$

There are four valleys at the upper level and two at the lower. Weighting each level by its number of valleys gives

$$R\overset{?}{=}\frac42\,e^{-\Delta/kT}=0.107 .$$

## Where it fails

The levels and the Boltzmann factor are right for this model. The fault is in the last line, which treats each valley as one state at the subband edge. A subband is a continuum: an electron at the level $E_2$ or $E_4$ can still move in the plane. The number of states within reach of $kT$ above the edge depends on the in-plane masses, and these differ between the two groups.

The valley that is light along $z$ has its heavy axis in the plane. The mass that raises its level is thus accompanied by a larger density of in-plane states, which the valley count leaves out.

## The right solution

### Density of states of one valley

Let the in-plane masses be $m_x$ and $m_y$. The energy above the subband edge is

$$\varepsilon=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}\right).$$

In a periodic area $A$ there are $2A/(2\pi)^2$ states per unit area of $k$ space, the 2 counting spin. Substitute $k_x=\sqrt{m_x}\,q_x$ and $k_y=\sqrt{m_y}\,q_y$. Then $\varepsilon=\hbar^2q^2/2$, and

$$d^2k=\sqrt{m_xm_y}\;d^2q=\sqrt{m_xm_y}\;2\pi q\,dq=\sqrt{m_xm_y}\;\frac{2\pi}{\hbar^2}\,d\varepsilon ,$$

because $d\varepsilon=\hbar^2q\,dq$. Per unit area and energy, one valley has

$$D=\frac{2}{4\pi^2}\,\frac{2\pi m_d}{\hbar^2}=\frac{m_d}{\pi\hbar^2},\qquad m_d=\sqrt{m_xm_y}.$$

It does not depend on energy. For the twofold valleys both in-plane masses are $m_t$, so $m_d=0.190\,m_0$. For the fourfold valleys they are $m_l$ and $m_t$, so $m_d=\sqrt{m_lm_t}=0.417\,m_0$.

### Populations

For $g$ valleys with subband edge $E$ and Fermi level $E_F$, Boltzmann statistics give

$$N=gD\int_0^\infty e^{(E_F-E-\varepsilon)/kT}d\varepsilon=g\,\frac{m_dkT}{\pi\hbar^2}\,e^{(E_F-E)/kT}.$$

Both subbands share one Fermi level, which cancels in the ratio:

$$R=\frac{4\sqrt{m_lm_t}}{2m_t}\,e^{-\Delta/kT}=2\sqrt{\frac{m_l}{m_t}}\;e^{-\Delta/kT},$$

$$\Delta=a_1\left(\frac{\hbar^2e^2F^2}{2}\right)^{1/3}\left(m_t^{-1/3}-m_l^{-1/3}\right).$$

The missing factor is $\sqrt{m_l/m_t}=2.196$. The full prefactor is 4.391, and

$$R=4.391\times0.0533=0.234 .$$

This answers part (a). Of the electrons in these two subbands, a fraction $R/(1+R)\approx0.19$ is in the fourfold one.

A test that does not use the Airy levels or the formula for $D$ gives the same value. It solves the $z$ equation by finite differences with a step of 0.02 nm and adds Boltzmann factors over the plane waves of a 60 nm square box, valley by valley. The result is 0.2341, as from the formula.

### Dependence on field and temperature

Since $\Delta\propto F^{2/3}$ and $\ln R=\text{const}-\Delta/kT$,

$$\frac{\partial\ln R}{\partial\ln F}=-\frac23\frac{\Delta}{kT}=-1.95,\qquad \frac{\partial\ln R}{\partial\ln T}=\frac{\Delta}{kT}=2.93 .$$

A field larger by 1% lowers $R$ by about 2%. At 400 K, with field and masses held fixed, $\Delta/kT$ falls to $2.932\times300/400=2.199$ and $R$ rises to 0.487. The 300 K slope used as a power law would give $0.234\,(4/3)^{2.93}\approx0.54$. This is too high, because the slope itself falls as $T$ rises.

### When counting valleys is right

The factor of two in the tempting solution does have a regime, but for a different quantity: the total populations of the valley groups, with all subbands included. If $kT$ is much larger than $eF\ell$, many levels are occupied and the sum over them becomes a classical phase-space integral:

$$\sum_ne^{-E_n/kT}\to\int_0^\infty dz\int_{-\infty}^{\infty}\frac{dp}{2\pi\hbar}\,e^{-(p^2/2m_z+eFz)/kT}=\frac{\sqrt{2\pi m_zkT}}{2\pi\hbar}\,\frac{kT}{eF}.$$

It is proportional to $\sqrt{m_z}$. The ratio of the sums, fourfold to twofold, is therefore $\sqrt{m_t/m_l}$. Multiplied by the in-plane prefactor it gives

$$2\sqrt{\frac{m_l}{m_t}}\sqrt{\frac{m_t}{m_l}}=2 .$$

When all three directions are classical, the masses cancel and each valley holds the same number of electrons. Confinement breaks this cancellation. Here $eF\ell$ is 47 meV for the twofold and 79 meV for the fourfold valleys, both above $kT$, so the classical limit does not apply.

With eight subbands kept in each valley, the ratio of totals is 0.225, slightly below $R$. The reason lies in the spacings, which scale as $eF\ell\propto m_z^{-1/3}$. They are smaller in the twofold valleys, so excited subbands add relatively more electrons there.

## How far the number can be trusted

For part (b), each neglected effect is put into the model separately. The surface field stays at 0.5 MV/cm and the temperature at 300 K.

### Degeneracy

With Fermi–Dirac occupation the integral over $\varepsilon$ becomes

$$\int_0^\infty\frac{d\varepsilon}{e^{\varepsilon/kT-\eta}+1}=\Big[-kT\ln\!\left(1+e^{\eta-\varepsilon/kT}\right)\Big]_0^\infty=kT\ln(1+e^{\eta}),\quad \eta=\frac{E_F-E}{kT}.$$

Let $x=e^\eta$ for the twofold subband and $b=e^{-\Delta/kT}$. The fourfold subband then has $xb$ in place of $x$. With $\ln(1+y)\approx y(1-y/2)$, the ratio becomes

$$2\sqrt{\frac{m_l}{m_t}}\,\frac{\ln(1+xb)}{\ln(1+x)}\approx R\left[1+\frac{x}{2}(1-b)\right].$$

The lower subband fills first, and exclusion then favours the upper one. The scale of density is

$$N_c=\frac{2m_tkT}{\pi\hbar^2}=4.10\times10^{12}\ \text{cm}^{-2}.$$

At $10^{11}$ cm$^{-2}$, shared by the two subbands, $\eta=-3.92$ and $x=0.020$. The ratio rises by 1%, to 0.236, so Boltzmann statistics are sound here. At $2\times10^{12}$ cm$^{-2}$, with the levels held fixed, it would be 0.281.

### Charge in the well

By Gauss's law, the surface field requires a total sheet charge $\epsilon F=e\times3.23\times10^{12}$ cm$^{-2}$, where $\epsilon=11.7\,\epsilon_0$. Removing the inversion electrons leaves $3.13\times10^{12}$ cm$^{-2}$ of ionized acceptors, spread over a depletion width

$$W=\frac{3.13\times10^{12}}{7\times10^{17}}\ \text{cm}=44.8\ \text{nm}.$$

The electrons screen part of the field from one another. A simple estimate removes their full share, 3%, from the field at every depth. By the slope found above this raises $R$ by about 6%, to 0.249. This overstates the effect, because the screening builds up only across the electron layer. A self-consistent solution of the Schrödinger and Poisson equations at the same surface field gives about 4%, to 0.244.

The acceptor charge makes the field fall with depth as $F-eN_Az/\epsilon$, which adds $-cz^2$ to the potential energy, with $c=e^2N_A/2\epsilon$. The same coefficient gives the depletion band bending $cW^2=1.084$ eV, so $c=1.084/44.8^2=5.4\times10^{-4}$ eV/nm$^2$.

The first-order shift is $-c\langle z^2\rangle$. To find the moment, multiply $\psi''=(s-a)\psi$ by $2f\psi'$ and integrate by parts, with $f(0)=0$ and $\psi$ normalized in $s$:

$$\int_0^\infty f'\psi'^2ds=\int_0^\infty\left[f(s-a)\right]'\psi^2ds .$$

For $f=s$ the right side is $2\langle s\rangle-a$. The left side is $\int\psi'^2=-\int\psi\psi''=a-\langle s\rangle$. Hence $\langle s\rangle=2a/3$.

For $f=s^2$ the right side is $3\langle s^2\rangle-2a\langle s\rangle$. The left side is $2\int s\psi'^2$. Since $\int\psi\psi'ds=0$, integration by parts gives

$$\int s\psi'^2ds=-\int s\psi\psi''ds=a\langle s\rangle-\langle s^2\rangle .$$

Equating the two sides yields $5\langle s^2\rangle=4a\langle s\rangle$, so that

$$\langle z\rangle=\frac{2E}{3eF},\qquad \langle z^2\rangle=\frac{8}{15}\left(\frac{E}{eF}\right)^2 .$$

The mean depths are 1.47 nm and 2.48 nm, far less than $W$. The second moments are 2.58 and 7.36 nm$^2$, which give shifts of $-1.4$ and $-4.0$ meV. Numerical solution in the curved potential gives $-1.42$ and $-4.08$ meV. The deeper fourfold state gains more, $\Delta$ shrinks by 2.7 meV, and the ratio becomes 0.260.

### Finite oxide barrier

Let the oxide have a flat barrier $U=3.1$ eV and mass $m_{ox}=0.5\,m_0$, both rough values. The wave function decays into it as $e^{\kappa z}$ for $z<0$, with $\kappa=\sqrt{2m_{ox}(U-E)}/\hbar$. Continuity of $\psi$ and of $\psi'/m$, which conserves current, gives on the silicon side

$$\frac{\psi'(0^+)}{m_z}=\frac{\kappa\,\psi(0)}{m_{ox}}\;\Rightarrow\; d\equiv\frac{\psi(0)}{\psi'(0^+)}=\frac{m_{ox}}{m_z\kappa}.$$

Extrapolated linearly, $\psi$ vanishes at $z=-d$. For $d\ll\ell$ the barrier thus acts as a hard wall moved back by $d$. In a linear potential this moves the whole solution and lowers its energy by $eFd$.

For the twofold level, $\kappa=\sqrt{0.5\times2.99/0.0381}=6.26$ nm$^{-1}$, $d=0.087$ nm and $eFd=4.4$ meV. For the fourfold level, $\kappa=6.18$ nm$^{-1}$, $d=0.43$ nm and $eFd=21$ meV. Solving the matching condition with the full Airy function gives shifts of $-4.33$ and $-20.21$ meV.

The difference comes mainly from the factor $1/m_z$ in $d$. The splitting falls by 15.9 meV, more than half of $kT$, and the ratio rises to 0.433. This is 85% above the hard-wall value. Since $d\propto\sqrt{m_{ox}}$ at a given barrier, the correction inherits the uncertainty of the oxide mass.

This model gives both valley groups the same barrier. The fourfold valleys, however, are centred at a large crystal momentum in the plane. If the interface conserves this momentum and the oxide band has its minimum at zero momentum, the fourfold state decays faster in the oxide. Then $\kappa$ is larger, $d$ is smaller, and the ratio rises less. A rough estimate, with the valley at $0.85\times2\pi/a$ ($a=0.543$ nm) and a parabolic oxide band stretched to that momentum, gives about 0.31. The value 0.433 belongs to the simple barrier, for which an oxide mass between 0.3 and $0.9\,m_0$ gives 0.38 to 0.52.

### Image potential

An electron in silicon faces a medium of lower permittivity, 3.9 against 11.7. Its image charge has the same sign, is smaller by the factor $(11.7-3.9)/(11.7+3.9)=1/2$, and lies at distance $2z$. The energy is half the product of charge and image potential, because the image builds up with the charge:

$$W_{im}=\frac12\,\frac{e^2}{4\pi\epsilon\,(2z)}\,\frac12=\frac{C}{z},\qquad C=15.4\ \text{meV nm}.$$

This holds for one electron and a thick oxide. The twofold state lies closer to the surface and rises more, by 13.2 meV against 8.0 meV. The ratio becomes 0.286. A metal gate behind a thin oxide weakens the effect: the ratio is about 0.28 for 4 nm of oxide, 0.27 for 2 nm and 0.25 for 1 nm.

### Comparison with a device

The parameters are in the rough range of a heavily doped silicon transistor near threshold. At zero body bias the two densities fix the field themselves. They call for a band bending of about 1.01 to 1.03 eV rather than 1.08 eV, and a field near 0.48 MV/cm, at which the ideal well gives about 0.25 to 0.26. There the acceptors supply nearly all of the field. Degeneracy, screening and the curvature of the potential, taken one at a time, each raise the ratio by about 11% or less. The largest change found here comes from relaxing the hard wall: with the simple barrier and rough oxide parameters above, it moves the ratio from 0.23 to 0.43.

In strong inversion the electrons supply a large part of the field. At $2\times10^{12}$ cm$^{-2}$ and the same surface field they would carry about 60% of the sheet charge, but that requires a lower doping, near $10^{17}$ cm$^{-3}$. With $7\times10^{17}$ cm$^{-3}$ the surface field instead rises to about 0.8 MV/cm and the electrons carry about 40%. The well is then no longer triangular, and the value 0.281 found with fixed levels shows the effect of degeneracy alone.

Each correction to $R$ treated here raises it at 300 K. They were computed one at a time. The shifts of $\Delta$ nearly add, so the factors on $R$ nearly multiply, but only roughly once the wall is relaxed. Degeneracy, screening, curvature and image together give about 0.33 with the hard wall, as does the product of their factors. With the simple barrier in place of the image the combined value is about 0.48, against 0.51 for the product. Nonparabolic bands, exchange and correlation, and tunnelling to the gate are left out. A first-order estimate with nonparabolicity $0.5$ eV$^{-1}$ raises $R$ by about 12%, so these omissions are not small. The value 0.23 is the answer for the ideal well; for the transistor it gives only the order of magnitude. In the simple barrier model the finite barrier alone nearly doubles it, so even the first digit is not reliable. The main computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Field: 0.50 MV/cm
Temperature: 300 K
Longitudinal mass: 0.916 m0
Transverse mass: 0.190 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Thermal energy kT: 25.852 meV
First Airy zero a1: 2.33811
Length l, twofold: 0.940 nm
Length l, fourfold: 1.589 nm
Lowest twofold level: 109.95 meV
Lowest fourfold level: 185.74 meV
Splitting Delta: 75.79 meV
Delta/kT: 2.9317
Boltzmann factor: 0.05331
In-plane DOS mass, fourfold: 0.4172 m0
Mass factor sqrt(ml/mt): 2.1957
Prefactor 2 sqrt(ml/mt): 4.3914
RATIO R, formula: 0.2341
Ratio R, six-valley direct sum: 0.2341
Ratio with valley count only: 0.1066
Ratio of valley totals: 0.2251
d ln R / d ln F: -1.954
d ln R / d ln T: 2.932
Ratio at 400 K: 0.4872
Mean depth, twofold: 1.466 nm
Mean depth, fourfold: 2.477 nm
Acceptor density: 7.0e+17 cm^-3
Inversion density: 1.0e+11 cm^-2
Total sheet charge / e: 3.233e+12 cm^-2
Depletion charge / e: 3.133e+12 cm^-2
Depletion width: 44.8 nm
Depletion band bending: 1.084 eV
Effective density Nc, twofold: 4.104e+12 cm^-2
Reduced Fermi level eta: -3.917
Ratio, Fermi-Dirac, 1e11 cm^-2: 0.2363
eta at 2e12 cm^-2: -0.770
Ratio, Fermi-Dirac, 2e12 cm^-2: 0.2814
Ratio, field screened (estimate): 0.2488
Curvature shift, twofold: -1.42 meV
Curvature shift, fourfold: -4.08 meV
Ratio with depletion curvature: 0.2595
Oxide barrier: 3.1 eV
Oxide mass: 0.5 m0
Barrier shift, twofold: -4.33 meV
Barrier shift, fourfold: -20.21 meV
Ratio with finite barrier: 0.4328
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Image coefficient C: 15.38 meV nm
Image shift, twofold: 13.15 meV
Image shift, fourfold: 7.97 meV
Ratio with image potential: 0.2859
```
